# Energy of a Hafnia Domain Wall from a Two-Wall Supercell: verification in Python

```python
# RESULT UNDER TEST: wall energy per area  sigma = dE / (2 A)
#   dE : energy of a periodic supercell with two equivalent walls minus
#        the energy of single-domain bulk with the same number of cells
#   A  : area of ONE wall
# Independent road: a relaxed chain of cells with scaled polarization p,
#   E = sum U (p^4 - 2 p^2) + K/2 (step of p)^2 + h (step of p)^3,
# in which one isolated wall can be computed separately (open chain).
# U, K, h are model parameters in eV, not data for hafnia.
import numpy as np
from scipy.optimize import minimize
from scipy.constants import e as e_charge, k as k_boltzmann, angstrom

U, K = 0.12, 0.09


def energy_and_gradient(flat, shape, periodic, h):
    p = flat.reshape(shape)
    step = np.roll(p, -1, axis=1) - p
    if not periodic:
        step[:, -1] = 0.0                 # no bond between the chain ends
    side = np.roll(p, -1, axis=0) - p     # coupling between columns
    energy = np.sum(U * (p**4 - 2 * p**2) + K / 2 * step**2
                    + h * step**3 + K / 2 * side**2)
    bond = K * step + 3 * h * step**2
    grad = 4 * U * (p**3 - p) + np.roll(bond, 1, axis=1) - bond
    grad += K * (np.roll(side, 1, axis=0) - side)
    return energy, grad.ravel()


def relax(signs, periodic, h, noise=0.0):
    rng = np.random.default_rng(1)
    start = 0.9 * signs + noise * rng.standard_normal(signs.shape)
    args = (signs.shape, periodic, h)
    res = minimize(energy_and_gradient, start.ravel(), args=args, jac=True,
                   method="BFGS", options={"gtol": 1e-9, "maxiter": 2000})
    energy, grad = energy_and_gradient(res.x, *args)
    assert np.max(np.abs(grad)) < 1e-6
    assert np.all(np.sign(res.x) == signs.ravel())   # domains survived
    return energy, res.x


def excess(signs, periodic=True, h=0.0, noise=0.0):
    with_walls = relax(signs, periodic, h, noise)[0]
    bulk = relax(np.ones_like(signs), periodic, h, noise)[0]
    return with_walls - bulk


def two_domains(n, first=-1.0, rows=1):
    row = np.r_[first * np.ones(n), -first * np.ones(n)]
    return np.tile(row, (rows, 1))


# Test 1: half the two-wall excess is the energy of one isolated wall
pair = excess(two_domains(8))
single = excess(two_domains(8), periodic=False)
assert abs(pair / 2 - single) < 1e-7

# Test 2: inequivalent walls, only the mean is obtained
h_test = 0.005
pair_h = excess(two_domains(8), h=h_test)
wall_up = excess(two_domains(8), periodic=False, h=h_test)
wall_down = excess(two_domains(8, first=1.0), periodic=False, h=h_test)
assert abs(pair_h / 2 - (wall_up + wall_down) / 2) < 1e-7
assert abs(wall_up - wall_down) > 0.01

# Test 3: the excess grows in proportion to the wall area
pair_wide = excess(two_domains(6, rows=3), noise=0.03)
assert abs(pair_wide / 3 - pair) < 1e-6

# Test 4: interaction of walls decays as exp(-kappa n), n cells per domain
interaction = {n: excess(two_domains(n)) / 2 - single for n in (2, 3, 4, 5)}
decay = np.exp(-np.arccosh(1 + 4 * U / K))
decay_found = interaction[5] / interaction[4]
assert abs(decay_found / decay - 1) < 0.05


# Thermal part: classical partition function by transfer integrals,
# each cell keeping the sign of its domain
def wall_free_energy(temperature, n=8):
    kt = k_boltzmann * temperature / e_charge
    x, w = np.polynomial.legendre.leggauss(300)
    p, w = 1.1 * (x + 1), 1.1 * w
    site = U * (1 - p**2)**2 / 2
    base = site[:, None] + site[None, :]
    weight = np.sqrt(np.outer(w, w))
    same = weight * np.exp(-(base + K / 2 * (p[:, None] - p)**2) / kt)
    flip = weight * np.exp(-(base + K / 2 * (p[:, None] + p)**2) / kt)
    half = np.linalg.matrix_power(same, n - 1) @ flip
    z_pair = np.trace(half @ half)
    z_bulk = np.trace(np.linalg.matrix_power(same, 2 * n))
    return -kt / 2 * np.log(z_pair / z_bulk)


def log_det_hessian(signs):
    x = relax(signs, True, 0.0)[1]
    d, rows = 1e-4, []
    for unit in np.eye(x.size):
        plus = energy_and_gradient(x + d * unit, signs.shape, True, 0.0)[1]
        minus = energy_and_gradient(x - d * unit, signs.shape, True, 0.0)[1]
        rows.append((plus - minus) / (2 * d))
    hess = np.array(rows)
    eig = np.linalg.eigvalsh((hess + hess.T) / 2)
    assert eig.min() > 0                  # a true minimum
    return np.sum(np.log(eig))


# Test 5: at low temperature the harmonic formula must be recovered
t_low = 10.0
kt_low = k_boltzmann * t_low / e_charge
log_ratio = (log_det_hessian(two_domains(8))
             - log_det_hessian(np.ones((1, 16))))
harmonic = kt_low / 4 * log_ratio         # kT/2 per mode, two walls
shift_low = wall_free_energy(t_low) - single
assert abs(shift_low / harmonic - 1) < 0.05

# Worked example
dE_eV, area_A2 = 0.30, 26.0


def wall_energy_mJ(energy_eV, area):
    return 1e3 * energy_eV * e_charge / (2 * area * angstrom**2)


sigma = wall_energy_mJ(dE_eV, area_A2)
low = wall_energy_mJ(dE_eV - 0.005, area_A2 + 0.5)
high = wall_energy_mJ(dE_eV + 0.005, area_A2 - 0.5)
assert abs(sigma - 92) < 1 and low < 92 < high

# Sizes of neglected effects, as changes of sigma
cells, formula_units, cell_length_nm = 8, 4, 0.50
ref_error_eV = 1e-3
ref_shift = wall_energy_mJ(ref_error_eV * cells * formula_units, area_A2)
stiffness_GPa, strain = 300.0, 0.005
length_m = cells * cell_length_nm * 1e-9
strain_shift = 1e3 * 0.5 * stiffness_GPa * 1e9 * strain**2 * length_m / 2
t_use = 300.0
thermal_eV = wall_free_energy(t_use) - single
thermal_shift = wall_energy_mJ(2 * thermal_eV, area_A2)

print("WORKED EXAMPLE")
print(f"supercell excess energy dE        = {dE_eV:.2f} eV")
print(f"excess energy in SI               = {dE_eV * e_charge:.4e} J")
print(f"area of one wall A                = {area_A2:.0f} angstrom^2")
print(f"area of one wall in SI            = {area_A2*angstrom**2:.3e} m^2")
print(f"total area of both walls          = {2*area_A2*angstrom**2:.3e} m^2")
print(f"energy per wall dE/2              = {dE_eV / 2:.3f} eV")
print(f"wall energy sigma                 = {sigma:.2f} mJ/m^2")
print(f"if second wall is forgotten       = {2 * sigma:.1f} mJ/m^2")
print(f"rounding interval, low end        = {low:.1f} mJ/m^2")
print(f"rounding interval, high end       = {high:.1f} mJ/m^2")
print("MODEL CHAIN (test of the counting)")
print(f"well depth U                      = {U:.2f} eV")
print(f"coupling K                        = {K:.2f} eV")
print(f"two-wall excess, 8 cells/domain   = {pair:.6f} eV")
print(f"half of that excess               = {pair / 2:.6f} eV")
print(f"one isolated wall, open chain     = {single:.6f} eV")
print(f"3 columns: excess per column      = {pair_wide / 3:.6f} eV")
print(f"asymmetry parameter h             = {h_test:.3f} eV")
print(f"inequivalent walls: up wall       = {wall_up:.6f} eV")
print(f"inequivalent walls: down wall     = {wall_down:.6f} eV")
print(f"inequivalent walls: half excess   = {pair_h / 2:.6f} eV")
print(f"interaction decay per cell, found = {decay_found:.4f} (no unit)")
print(f"interaction decay exp(-kappa)     = {decay:.4f} (no unit)")
print(f"thermal shift at {t_low:.0f} K, integral  = {1e3*shift_low:.4f} meV")
print(f"thermal shift at {t_low:.0f} K, harmonic  = {1e3*harmonic:.4f} meV")
print("NEGLECTED EFFECTS (change of sigma)")
for n in (2, 4):
    change = wall_energy_mJ(2 * interaction[n], area_A2)
    print(f"wall interaction, {n} cells/domain  = {change:.4f} mJ/m^2")
print(f"assumed supercell length          = {cells*cell_length_nm:.1f} nm")
print(f"formula units in supercell        = {cells*formula_units} (count)")
print(f"assumed bulk error per form. unit = {1e3*ref_error_eV:.1f} meV")
print(f"effect of that bulk error         = {ref_shift:.1f} mJ/m^2")
print(f"assumed stiffness (rough)         = {stiffness_GPa:.0f} GPa")
print(f"assumed unmatched strain          = {100*strain:.1f} percent")
print(f"effect of that strain             = {strain_shift:.1f} mJ/m^2")
print(f"temperature of use                = {t_use:.0f} K")
print(f"thermal shift per wall (model)    = {1e3*thermal_eV:.1f} meV")
print(f"thermal shift of sigma (model)    = {thermal_shift:.1f} mJ/m^2")
print("finished without a failed check")
```

It prints:

```
WORKED EXAMPLE
supercell excess energy dE        = 0.30 eV
excess energy in SI               = 4.8065e-20 J
area of one wall A                = 26 angstrom^2
area of one wall in SI            = 2.600e-19 m^2
total area of both walls          = 5.200e-19 m^2
energy per wall dE/2              = 0.150 eV
wall energy sigma                 = 92.43 mJ/m^2
if second wall is forgotten       = 184.9 mJ/m^2
rounding interval, low end        = 89.2 mJ/m^2
rounding interval, high end       = 95.8 mJ/m^2
MODEL CHAIN (test of the counting)
well depth U                      = 0.12 eV
coupling K                        = 0.09 eV
two-wall excess, 8 cells/domain   = 0.298903 eV
half of that excess               = 0.149452 eV
one isolated wall, open chain     = 0.149452 eV
3 columns: excess per column      = 0.298903 eV
asymmetry parameter h             = 0.005 eV
inequivalent walls: up wall       = 0.169206 eV
inequivalent walls: down wall     = 0.125466 eV
inequivalent walls: half excess   = 0.147336 eV
interaction decay per cell, found = 0.0794 (no unit)
interaction decay exp(-kappa)     = 0.0794 (no unit)
thermal shift at 10 K, integral  = -0.5256 meV
thermal shift at 10 K, harmonic  = -0.5219 meV
NEGLECTED EFFECTS (change of sigma)
wall interaction, 2 cells/domain  = -1.9729 mJ/m^2
wall interaction, 4 cells/domain  = -0.0124 mJ/m^2
assumed supercell length          = 4.0 nm
formula units in supercell        = 32 (count)
assumed bulk error per form. unit = 1.0 meV
effect of that bulk error         = 9.9 mJ/m^2
assumed stiffness (rough)         = 300 GPa
assumed unmatched strain          = 0.5 percent
effect of that strain             = 7.5 mJ/m^2
temperature of use                = 300 K
thermal shift per wall (model)    = -20.0 meV
thermal shift of sigma (model)    = -12.3 mJ/m^2
finished without a failed check
```
